**Exact diagonalization of the symmetric Anderson impurity with one bath site**

The program tests Σ(w) = (U²/4) w/(w² − 9V²) and Z = 1/(1 + U²/(36V²)) at zero temperature. Here U is the impurity repulsion, V the hopping to a bath site at zero energy, w the frequency, Σ the self-energy without its Hartree part U/2, and Z the quasiparticle factor. The reference values come from diagonalizing the Hamiltonian in all 16 states. For four parameter pairs, the program asserts the ground-state energy, the positions and weights of the four peaks, the self-energy at complex frequencies, and Z from a numerical slope. It also asserts that the second-order self-energy agrees with the exact one, and that two peaks remain at U = 0. For U = 6V the output shows peaks at ±0.6972V and ±4.3028V, with Z = 0.5 and a total inner weight of 0.4723. At k_BT = V the self-energy at w = iV differs clearly from the zero-temperature formula.

## Check in Python

```python
"""Symmetric Anderson impurity with one bath site at zero energy, at T = 0.

H = U n_up n_dn - (U/2)(n_up + n_dn) + V sum_s (d+_s c_s + c+_s d_s)
Result under test (self-energy without its Hartree part U/2):
    Sigma(w) = (U^2/4) w / (w^2 - 9 V^2),   Z = 1/(1 + U^2/(36 V^2)),
and an impurity spectrum of four delta peaks at +-w1 and +-w2.
U: repulsion on the impurity, V: hopping to the bath site, w or z: frequency,
a1, a2: weight of each inner and each outer peak, Z: quasiparticle factor.
The reference side is exact diagonalization in the full 16-state Fock space.
"""
import numpy as np


def annihilation_operators():
    """Fermion operators for the modes d_up, d_dn, c_up, c_dn."""
    sign, lower, one = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [0.0, 0.0]]), np.eye(2)
    operators = []
    for mode in range(4):
        matrix = np.eye(1)
        for site in range(4):
            factor = sign if site < mode else (lower if site == mode else one)
            matrix = np.kron(matrix, factor)
        operators.append(matrix)
    return operators


D_UP, D_DN, C_UP, C_DN = annihilation_operators()
N_UP, N_DN = D_UP.T @ D_UP, D_DN.T @ D_DN
N_TOTAL = N_UP + N_DN + C_UP.T @ C_UP + C_DN.T @ C_DN


def hamiltonian(U, V, level):
    hop = D_UP.T @ C_UP + D_DN.T @ C_DN
    return U * N_UP @ N_DN + level * (N_UP + N_DN) + V * (hop + hop.T)


def sector(number):
    """Indices of the basis states with the given electron number."""
    return np.where(np.abs(np.diag(N_TOTAL) - number) < 1e-9)[0]


def ground_state(H):
    energies, states = np.linalg.eigh(H)
    assert energies[1] - energies[0] > 1e-6, "ground state must be unique"
    return energies[0], states[:, 0]


def green(H, z):
    """Zero-temperature impurity Green function from the resolvent.

    Only states with one electron more or fewer than the ground state enter.
    """
    E0, psi = ground_state(H)
    number = round(float(psi @ N_TOTAL @ psi))
    total = 0
    for direction, operator in ((1, D_UP.T), (-1, D_UP)):
        index = sector(number + direction)
        identity = np.eye(len(index))
        excitation = H[np.ix_(index, index)] - E0 * identity
        start = (operator @ psi)[index]
        total += start @ np.linalg.solve(z * identity - direction * excitation, start)
    return total


def sigma_exact(U, V, z):
    """Self-energy without the Hartree part, from two diagonalizations."""
    return 1 / green(hamiltonian(0, V, 0), z) - 1 / green(hamiltonian(U, V, -U / 2), z)


def sigma_formula(U, V, z):
    return U**2 / 4 * z / (z**2 - 9 * V**2)


def spectral_peaks(U, V):
    """Positions and weights of all peaks, sorted by position."""
    H = hamiltonian(U, V, -U / 2)
    E0, psi = ground_state(H)
    energies, states = np.linalg.eigh(H)
    merged = {}
    for direction, operator in ((1, D_UP.T), (-1, D_UP)):
        weights = (states.T @ operator @ psi) ** 2
        for energy, weight in zip(energies, weights):
            if weight > 1e-12:
                position = round(direction * (energy - E0), 8)
                merged[position] = merged.get(position, 0.0) + weight
    positions = np.array(sorted(merged))
    return positions, np.array([merged[p] for p in positions])


def z_from_slope(U, V):
    step = 1e-3 * V
    slope = (sigma_exact(U, V, step) - sigma_exact(U, V, -step)) / (2 * step)
    return 1 / (1 - slope)


def sector_energies(U, V, number):
    index = sector(number)
    return np.linalg.eigvalsh(hamiltonian(U, V, -U / 2)[np.ix_(index, index)])


def sigma_second_order(U, V, z):
    """Second-order diagram summed over the levels of the U = 0 problem."""
    levels, vectors = np.linalg.eigh(np.array([[0.0, V], [V, 0.0]]))
    weight, filled = vectors[0] ** 2, (levels < 0).astype(float)
    total = 0
    for i in range(2):
        for j in range(2):
            for k in range(2):
                phase = ((1 - filled[i]) * (1 - filled[j]) * filled[k]
                         + filled[i] * filled[j] * (1 - filled[k]))
                total += (weight[i] * weight[j] * weight[k] * phase
                          / (z - levels[i] - levels[j] + levels[k]))
    return U**2 * total


def sigma_thermal(U, V, T, z):
    """Self-energy without the Hartree part at temperature T."""
    energies, states = np.linalg.eigh(hamiltonian(U, V, -U / 2))
    boltzmann = np.exp(-(energies - energies[0]) / T)
    boltzmann /= boltzmann.sum()
    element = (states.T @ D_UP @ states) ** 2
    gap = energies[None, :] - energies[:, None]
    G = np.sum(element * (boltzmann[:, None] + boltzmann[None, :]) / (z - gap))
    return z - V**2 / z - 1 / G


# Tests over weak, medium and strong interaction
for U, V in ((1.0, 1.0), (3.0, 0.7), (6.0, 1.0), (24.0, 1.0)):
    R8, R4 = np.sqrt(U**2 + 64 * V**2), np.sqrt(U**2 + 16 * V**2)
    theta, phi = 0.5 * np.arctan2(8 * V, U), 0.5 * np.arctan2(4 * V, U)
    H = hamiltonian(U, V, -U / 2)
    E0, psi = ground_state(H)
    assert abs(psi @ N_TOTAL @ psi - 2) < 1e-10
    assert abs(E0 + (U + R8) / 4) < 1e-10
    assert abs(psi @ N_UP @ psi - 0.5) < 1e-10
    assert abs(psi @ N_UP @ N_DN @ psi - np.sin(theta) ** 2 / 2) < 1e-10
    one_electron = np.repeat([(-U - R4) / 4, (-U + R4) / 4], 2)
    assert np.allclose(sector_energies(U, V, 1), one_electron, atol=1e-10)
    assert np.allclose(sector_energies(U, V, 3), one_electron, atol=1e-10)

    positions, weights = spectral_peaks(U, V)
    w1, w2 = (R8 - R4) / 4, (R8 + R4) / 4
    a1, a2 = np.sin(theta + phi) ** 2 / 2, np.cos(theta + phi) ** 2 / 2
    assert len(positions) == 4
    # positions are rounded to 8 decimals when equal peaks are merged
    assert np.allclose(positions, [-w2, -w1, w1, w2], atol=2e-8)
    assert np.allclose(weights, [a2, a1, a1, a2], atol=1e-10)
    assert abs(weights.sum() - 1) < 1e-10
    assert abs(weights @ positions**2 - V**2 - U**2 / 4) < 1e-5
    M = 2 * weights[2] * positions[3] ** 2 + 2 * weights[3] * positions[2] ** 2
    assert abs(M - 9 * V**2) < 1e-5

    for z in (0.37 + 0.2j, -2.1 + 0.5j, 1.3j):
        assert abs(1 / green(hamiltonian(0, V, 0), z) - (z - V**2 / z)) < 1e-9
        assert abs(sigma_exact(U, V, z) - sigma_formula(U, V, z)) < 1e-8
        assert abs(sigma_exact(U, V, z) - sigma_second_order(U, V, z)) < 1e-8
        bare = green(hamiltonian(0, V, -U / 2), z)
        full = 1 / bare - 1 / green(H, z)
        assert abs(full - U / 2 - sigma_formula(U, V, z)) < 1e-8
    # finite-difference error of the slope is of relative size 1e-7
    assert abs(z_from_slope(U, V) - 1 / (1 + U**2 / (36 * V**2))) < 1e-5
    assert abs(green(H, 1e-6j)) < 1e-4  # no spectral peak at zero frequency

free_positions, free_weights = spectral_peaks(0.0, 1.0)
assert np.allclose(free_positions, [-1, 1]) and np.allclose(free_weights, [0.5, 0.5])

# Strong coupling: inner peaks approach the slope approximation
strong_positions, strong_weights = spectral_peaks(200.0, 1.0)
strong_Z = z_from_slope(200.0, 1.0)
assert abs(2 * strong_weights[2] / strong_Z - 1) < 1e-3
assert abs(strong_positions[2] / np.sqrt(strong_Z) - 1) < 1e-3

# Worked example, energies in units of V
U, V = 6.0, 1.0
H = hamiltonian(U, V, -U / 2)
E0, psi = ground_state(H)
theta, phi = 0.5 * np.arctan2(8 * V, U), 0.5 * np.arctan2(4 * V, U)
positions, weights = spectral_peaks(U, V)
Z = z_from_slope(U, V)
cold, warm = (sigma_thermal(U, V, T, 1j * V) for T in (0.02 * V, V))
zero = sigma_exact(U, V, 1j * V)
assert abs(cold - zero) < 1e-8
assert abs(warm - zero) > 0.01

print("Worked example: energies in units of V, G in units of 1/V")
print(f"U = {U:.1f} V, bath level = 0 V, impurity level = {-U/2:.1f} V")
print(f"theta = {np.degrees(theta):.3f} deg, phi = {np.degrees(phi):.3f} deg")
for number in range(5):
    print(f"lowest energy with {number} electrons = "
          f"{sector_energies(U, V, number)[0] + 0.0:.4f} V")
print(f"upper one-electron energy = {sector_energies(U, V, 1)[2]:.4f} V")
print(f"ground-state energy E0 = {E0:.4f} V")
print(f"impurity double occupancy = {psi @ N_UP @ N_DN @ psi:.4f}")
for position, weight in zip(positions, weights):
    print(f"peak at {position:+.4f} V, weight {weight:.4f}")
print(f"sum of weights = {weights.sum():.4f}")
print(f"second moment = {weights @ positions**2:.4f} V^2")
print(f"w1*w2 = {positions[2]*positions[3]:.4f} V^2")
print(f"w1^2 + w2^2 = {positions[2]**2 + positions[3]**2:.4f} V^2")
M = 2 * weights[2] * positions[3] ** 2 + 2 * weights[3] * positions[2] ** 2
print(f"M = 2 a1 w2^2 + 2 a2 w1^2 = {M:.4f} V^2")
print(f"G(w = 2 V) = {green(H, 2 * V):.5f} 1/V")
print(f"1/G(w = 2 V) = {1 / green(H, 2 * V):.4f} V")
print(f"1/G at U = 0 (w = 2 V) = {1 / green(hamiltonian(0, V, 0), 2 * V):.4f} V")
print(f"Sigma(w = 2 V), diagonalization = {sigma_exact(U, V, 2 * V):.4f} V")
print(f"Sigma(w = 2 V), formula = {sigma_formula(U, V, 2 * V):.4f} V")
print(f"slope Sigma'(0) = {1 - 1 / Z:.4f}")
print(f"Z from slope = {Z:.4f}")
print(f"inner weight 2 a1 = {2 * weights[2]:.4f}")
print(f"slope approximation: peaks at +-{np.sqrt(Z) * V:.4f} V")
print(f"Im Sigma(w = iV) at T = 0: {zero.imag:.4f} V")
print(f"Im Sigma(w = iV) at k_B T = 0.02 V: {cold.imag:.4f} V")
print(f"Im Sigma(w = iV) at k_B T = V: {warm.imag:.4f} V")
print("Table: U/V, w1/V, w2/V, 2 a1, Z, sqrt(Z)")
for ratio in (1.0, 2.0, 6.0, 12.0, 24.0):
    p, a = spectral_peaks(ratio, 1.0)
    factor = z_from_slope(ratio, 1.0)
    print(f"{ratio:5.1f} {p[2]:8.4f} {p[3]:8.4f} {2*a[2]:8.4f} "
          f"{factor:8.4f} {np.sqrt(factor):8.4f}")
print(f"U = 0: {len(free_positions)} peaks, at "
      f"{free_positions[0]:+.4f} V and {free_positions[1]:+.4f} V")
print(f"U = 200 V: 2 a1 / Z = {2 * strong_weights[2] / strong_Z:.5f}")
print("no test failed")
```

Output:

```
Worked example: energies in units of V, G in units of 1/V
U = 6.0 V, bath level = 0 V, impurity level = -3.0 V
theta = 26.565 deg, phi = 16.845 deg
lowest energy with 0 electrons = 0.0000 V
lowest energy with 1 electrons = -3.3028 V
lowest energy with 2 electrons = -4.0000 V
lowest energy with 3 electrons = -3.3028 V
lowest energy with 4 electrons = 0.0000 V
upper one-electron energy = 0.3028 V
ground-state energy E0 = -4.0000 V
impurity double occupancy = 0.1000
peak at -4.3028 V, weight 0.2639
peak at -0.6972 V, weight 0.2361
peak at +0.6972 V, weight 0.2361
peak at +4.3028 V, weight 0.2639
sum of weights = 1.0000
second moment = 10.0000 V^2
w1*w2 = 3.0000 V^2
w1^2 + w2^2 = 19.0000 V^2
M = 2 a1 w2^2 + 2 a2 w1^2 = 9.0000 V^2
G(w = 2 V) = 0.19608 1/V
1/G(w = 2 V) = 5.1000 V
1/G at U = 0 (w = 2 V) = 1.5000 V
Sigma(w = 2 V), diagonalization = -3.6000 V
Sigma(w = 2 V), formula = -3.6000 V
slope Sigma'(0) = -1.0000
Z from slope = 0.5000
inner weight 2 a1 = 0.4723
slope approximation: peaks at +-0.7071 V
Im Sigma(w = iV) at T = 0: -0.9000 V
Im Sigma(w = iV) at k_B T = 0.02 V: -0.9000 V
Im Sigma(w = iV) at k_B T = V: -2.4904 V
Table: U/V, w1/V, w2/V, 2 a1, Z, sqrt(Z)
  1.0   0.9848   3.0463   0.9663   0.9730   0.9864
  2.0   0.9435   3.1796   0.8796   0.9000   0.9487
  6.0   0.6972   4.3028   0.4723   0.5000   0.7071
 12.0   0.4433   6.7678   0.1930   0.2000   0.4472
 24.0   0.2418  12.4073   0.0581   0.0588   0.2425
U = 0: 2 peaks, at -1.0000 V and +1.0000 V
U = 200 V: 2 a1 / Z = 0.99980
no test failed
```
